**Triple-dipole energy of three linear molecules and its change of sign with orientation**

The program tests $E_3=-(\hbar/\pi)\int_0^\infty\mathrm{Tr}[\alpha_1T_{12}\alpha_2T_{23}\alpha_3T_{31}]\,d\xi$, where $\alpha_i(i\xi)$ is the polarizability tensor of molecule $i$ and $T_{ij}$ the dipole field tensor. It asserts that this formula, and Stogryn's form for constant anisotropy, agree with the nonadditive zero-point energy of coupled oscillators, found by high-precision diagonalization for random axes on a scalene triangle. It also asserts that the orientation average restores the Axilrod–Teller–Muto energy. For an equilateral triangle it tests the closed formulas for radial, tangential and normal axes, the single sign change as the axes turn in the plane, and the critical ratio $\alpha_\parallel/\alpha_\perp=1.489$ for a common frequency dependence. For the model rod at side $10\,a_0$ the output shows $E_3=2.153$ microhartree for radial axes and $-0.444$ microhartree for tangential axes, with the zero at $62.4^\circ$ from radial. The full nonadditive energies of the oscillators, $2.067$ and $-0.471$ microhartree, have the same signs.

## Numerical check

```python
"""
Triple-dipole dispersion energy of three linear molecules, atomic units.

Result under test:
  E3 = -(1/pi) Int_0^inf Tr[a1 T12 a2 T23 a3 T31] dxi,
  a = a_perp 1 + (a_par - a_perp) u u   (polarizability at frequency i xi),
  T = (3 n n - 1)/r^3                   (dipole field tensor),
and its change of sign when the axes u turn at fixed equilateral centres.

Independent road: zero-point energies of coupled anisotropic oscillators,
diagonalized in high precision; the nonadditive part is taken by
inclusion and exclusion and contains no perturbation formula.
A molecule is (a_par, a_perp, w_par, w_perp): static polarizabilities
and oscillator energies along and across its axis.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.constants import physical_constants

mp.mp.dps = 50
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ONE = np.eye(3)


def dipole_tensor(vector):
    r = np.linalg.norm(vector)
    n = vector / r
    return (3 * np.outer(n, n) - ONE) / r**3


def loop_tensors(centres):
    return [dipole_tensor(centres[(i + 1) % 3] - centres[i])
            for i in range(3)]


def frequency_integral(a, b, c):
    """(1/pi) times the integral of three factors w^2/(w^2+xi^2)."""
    return a * b * c * (a + b + c) / (2 * (a + b) * (b + c) * (c + a))


def triple_dipole(tensors, axes, molecules):
    """Eight-term projector form of E3."""
    factors = []
    for tensor, u, mol in zip(tensors, axes, molecules):
        along = np.outer(u, u)
        factors.append([(mol[0] * along @ tensor, mol[2]),
                        (mol[1] * (ONE - along) @ tensor, mol[3])])
    total = 0.0
    for (x, wx), (y, wy), (z, wz) in itertools.product(*factors):
        total -= frequency_integral(wx, wy, wz) * np.sum((x @ y) * z.T)
    return total


def stogryn(tensors, axes, molecules):
    """Constant-anisotropy form; needs w_par = w_perp in each molecule."""
    mean = [(m[0] + 2 * m[1]) / 3 for m in molecules]
    k = [(m[0] - m[1]) / (3 * a) for m, a in zip(molecules, mean)]
    c9 = 3 * np.prod(mean) * frequency_integral(*[m[2] for m in molecules])
    t, u = tensors, axes
    total = np.prod([1 - x for x in k]) * np.trace(t[0] @ t[1] @ t[2])
    for i in range(3):
        j, l = (i + 1) % 3, (i + 2) % 3
        total += (3 * k[i] * (1 - k[j]) * (1 - k[l])
                  * (u[i] @ t[i] @ t[j] @ t[l] @ u[i]))
        total += (9 * k[i] * k[j] * (1 - k[l]) * (u[i] @ t[i] @ u[j])
                  * (u[j] @ t[j] @ t[l] @ u[i]))
    total += 27 * np.prod(k) * np.prod(
        [u[i] @ t[i] @ u[(i + 1) % 3] for i in range(3)])
    return -c9 / 3 * total


def oscillator_energies(centres, axes, molecules):
    """Return (sum of pair energies, nonadditive three-body energy)."""
    w = np.zeros((9, 9))
    strength = []
    for i, (u, m) in enumerate(zip(axes, molecules)):
        along = np.outer(u, u)
        across = ONE - along
        w[3*i:3*i+3, 3*i:3*i+3] = m[2]**2 * along + m[3]**2 * across
        strength.append(m[2] * np.sqrt(m[0]) * along
                        + m[3] * np.sqrt(m[1]) * across)
    for i, j in ((0, 1), (0, 2), (1, 2)):
        block = -strength[i] @ dipole_tensor(centres[j] - centres[i]) \
            @ strength[j]
        w[3*i:3*i+3, 3*j:3*j+3] = block
        w[3*j:3*j+3, 3*i:3*i+3] = block.T

    def zero_point(sites):
        index = [3 * s + c for s in sites for c in range(3)]
        matrix = mp.matrix(w[np.ix_(index, index)].tolist())
        values = mp.eigsy(matrix, eigvals_only=True)
        return sum(mp.sqrt(v) for v in values) / 2

    single = sum(zero_point([i]) for i in range(3))
    pairs = sum(zero_point(p) for p in ([0, 1], [0, 2], [1, 2]))
    nonadditive = zero_point([0, 1, 2]) - pairs + single
    return float(pairs - 2 * single), float(nonadditive)


# Equilateral triangle of unit side and its local axes
phi = 2 * np.pi * np.arange(3) / 3
radial = np.array([[np.cos(p), np.sin(p), 0] for p in phi])
tangent = np.array([[-np.sin(p), np.cos(p), 0] for p in phi])
normal = np.array([[0.0, 0.0, 1.0]] * 3)
triangle = radial / np.sqrt(3)
unit_tensors = loop_tensors(triangle)
FAR = 1000.0


def turned_axes(chi):
    return np.cos(chi) * radial + np.sin(chi) * tangent


def far_energy(axes, molecules, shape=triangle):
    """Oscillator nonadditive energy times scale^9 at large distance."""
    return oscillator_energies(FAR * shape, axes, molecules)[1] * FAR**9


# Frequency integral against quadrature
ws = (0.3, 0.5, 0.8)
numeric = quad(lambda x: np.prod([w*w/(w*w + x*x) for w in ws]),
               0, np.inf, epsabs=1e-12)[0] / np.pi
assert abs(numeric / frequency_integral(*ws) - 1) < 1e-8

# General formula and Stogryn form against oscillators, scalene triangle
rng = np.random.default_rng(4)
scalene = np.array([[0.0, 0, 0], [1.3, 0, 0.2], [0.4, 1.1, -0.3]])
scalene_tensors = loop_tensors(scalene)
different = [(18, 8, 0.4, 0.6), (12, 9, 0.5, 0.7), (6, 11, 0.8, 0.45)]
common = [(18, 8, 0.4, 0.4), (12, 9, 0.5, 0.5), (6, 11, 0.8, 0.8)]
worst_general = worst_stogryn = 0.0
for trial in range(4):
    axes = rng.normal(size=(3, 3))
    axes /= np.linalg.norm(axes, axis=1)[:, None]
    exact = far_energy(axes, different, scalene)
    value = triple_dipole(scalene_tensors, axes, different)
    worst_general = max(worst_general, abs(value / exact - 1))
    exact = far_energy(axes, common, scalene)
    value = stogryn(scalene_tensors, axes, common)
    worst_stogryn = max(worst_stogryn, abs(value / exact - 1))
assert worst_general < 1e-5 and worst_stogryn < 1e-5

# Worked molecule
a_par, a_perp, w_par, w_perp = 18.0, 8.0, 0.4, 0.6
molecule = (a_par, a_perp, w_par, w_perp)
trio = [molecule] * 3
side = 10.0


def response(xi):
    return (a_par / (1 + (xi / w_par)**2),
            a_perp / (1 + (xi / w_perp)**2))


def isotropic_energy(centres):
    """Axilrod-Teller-Muto energy with the mean polarizability."""
    edges = [centres[(i + 1) % 3] - centres[i] for i in range(3)]
    lengths = [np.linalg.norm(e) for e in edges]
    cosines = [-(edges[i] @ edges[(i + 1) % 3])
               / (lengths[i] * lengths[(i + 1) % 3]) for i in range(3)]

    def cube(xi):
        par, perp = response(xi)
        return ((par + 2 * perp) / 3)**3
    c9 = 3 / np.pi * quad(cube, 0, np.inf, epsabs=1e-9)[0]
    return c9, c9 * (1 + 3 * np.prod(cosines)) / np.prod(lengths)**3


# Average over independent orientations by quadrature on three spheres
directions = []
for z in np.polynomial.legendre.leggauss(2)[0]:
    for angle in 0.3 + np.pi / 2 * np.arange(4):
        rho = np.sqrt(1 - z * z)
        directions.append([rho * np.cos(angle), rho * np.sin(angle), z])
directions = np.array(directions)
for shape in (scalene, triangle):
    tensors = loop_tensors(shape)
    average = np.mean([triple_dipole(tensors, directions[list(c)], trio)
                       for c in itertools.product(range(8), repeat=3)])
    c9_mean, isotropic = isotropic_energy(shape)
    assert abs(average / isotropic - 1) < 1e-7
assert average > 0


# In-plane family of equal turns chi from the radial direction
def family_energy(chi):
    def integrand(xi):
        par, perp = response(xi)
        s = -perp/2 - (par - perp) * (0.25 + 1.5 * np.cos(2 * chi))
        return perp**3 - s**3 - 6 * s * par * perp
    return quad(integrand, 0, np.inf, epsabs=1e-8)[0] / np.pi


for degrees in (0, 25, 50, 75, 90):
    chi = np.radians(degrees)
    exact = far_energy(turned_axes(chi), trio)
    assert abs(family_energy(chi) / exact - 1) < 1e-5
scan = [triple_dipole(unit_tensors, turned_axes(c), trio)
        for c in np.linspace(0, np.pi / 2, 91)]
assert np.all(np.diff(scan) < 0) and scan[0] > 0 > scan[-1]
chi_zero = brentq(family_energy, 0, np.pi / 2)
assert far_energy(turned_axes(chi_zero - 0.002), trio) > 0
assert far_energy(turned_axes(chi_zero + 0.002), trio) < 0

# Brackets for one common frequency dependence, ratio p = a_par/a_perp
for p in (1.2, 2.25):
    one_frequency = [(p, 1.0, 0.5, 0.5)] * 3
    weight = 3 * 0.5 / 16
    brackets = (((343*p**3 - 63*p**2 + 45*p - 61) / 64, radial),
                ((407 - 63*p + 45*p**2 - 125*p**3) / 64, tangent),
                (p**3 + 25 / 8, normal))
    for bracket, axes in brackets:
        assert abs(weight * bracket / far_energy(axes, one_frequency)
                   - 1) < 1e-5
roots = np.roots([125, -45, 63, -407])
positive = [r.real for r in roots if abs(r.imag) < 1e-9 and r.real > 0]
assert len(positive) == 1
p_critical = positive[0]
p_oscillator = brentq(
    lambda p: far_energy(tangent, [(p, 1.0, 0.5, 0.5)] * 3), 1.2, 2.0,
    xtol=1e-9)
assert abs(p_critical - p_oscillator) < 1e-6


# Search over all orientations for the lowest and highest energies
def axes_from_angles(q):
    th, ph = q[:3], q[3:]
    return np.column_stack([np.sin(th) * np.cos(ph),
                            np.sin(th) * np.sin(ph), np.cos(th)])


def search(sign):
    best = None
    for start in range(16):
        guess = rng.uniform(0, np.pi, 6)
        found = minimize(
            lambda q: sign * triple_dipole(
                unit_tensors, axes_from_angles(q), trio) / 1000, guess)
        if best is None or found.fun < best.fun:
            best = found
    return sign * best.fun * 1000, axes_from_angles(best.x)


lowest, lowest_axes = search(1)
highest, highest_axes = search(-1)
assert lowest <= scan[-1] + 1e-3 and highest >= scan[0] - 1e-3

# Output
print(f"a_par = {a_par:.1f} a0^3, a_perp = {a_perp:.1f} a0^3")
print(f"w_par = {w_par:.1f} hartree, w_perp = {w_perp:.1f} hartree")
print(f"a_par*w_par^2 = {a_par*w_par**2:.2f}, "
      f"a_perp*w_perp^2 = {a_perp*w_perp**2:.2f} a.u.")
print(f"static ratio a_par/a_perp = {a_par/a_perp:.3f}")
print(f"static kappa = {(a_par-a_perp)/(a_par+2*a_perp):.4f}")
print(f"triangle side R = {side:.1f} a0")
t12 = unit_tensors[0]
for name, left, right in (("rr", radial, radial), ("tt", tangent, tangent),
                          ("rt", radial, tangent), ("tr", tangent, radial),
                          ("nn", normal, normal)):
    print(f"coupling {name} times R^3 = {left[0] @ t12 @ right[1]:.4f}")
for label, triple in (("par,par,par", (w_par,) * 3),
                      ("par,par,perp", (w_par, w_par, w_perp)),
                      ("par,perp,perp", (w_par, w_perp, w_perp)),
                      ("perp,perp,perp", (w_perp,) * 3)):
    print(f"frequency integral {label} = "
          f"{frequency_integral(*triple):.4f} hartree")
print(f"C9 of mean polarizability = {c9_mean:.2f} hartree a0^9")
print(f"orientation average E3*R^9 = {average:.2f} hartree a0^9")
print(f"orientation average E3 = {average/side**9*1e6:.4f} microhartree")
for name, axes in (("radial", radial), ("tangential", tangent),
                   ("normal", normal)):
    scaled = triple_dipole(unit_tensors, axes, trio)
    energy = scaled / side**9
    pair, full = oscillator_energies(side * triangle, axes, trio)
    assert full * energy > 0
    print(f"{name}: E3*R^9 = {scaled:.2f} hartree a0^9")
    print(f"{name}: E3 = {energy*1e6:.4f} microhartree"
          f" = {energy*HARTREE_EV*1e6:.3f} microeV")
    print(f"{name}: full nonadditive = {full*1e6:.4f} microhartree")
    print(f"{name}: sum of pair energies = {pair*1e6:.2f} microhartree")
print(f"angle of zero E3 from radial = {np.degrees(chi_zero):.2f} degrees")
print(f"critical ratio, common frequency = {p_critical:.5f}")
print(f"critical ratio from oscillators = {p_oscillator:.5f}")
print(f"critical kappa = {(p_critical-1)/(p_critical+2):.5f}")
for name, value, axes in (("lowest", lowest, lowest_axes),
                          ("highest", highest, highest_axes)):
    print(f"{name} E3*R^9 found = {value:.2f} hartree a0^9")
    for i in range(3):
        parts = [abs(axes[i] @ e[i]) for e in (radial, tangent, normal)]
        print(f"  axis {i+1} |r|,|t|,|n| parts = "
              + ", ".join(f"{x:.3f}" for x in parts))
print(f"largest relative error, general form = {worst_general:.1e}")
print(f"largest relative error, Stogryn form = {worst_stogryn:.1e}")
print("done: every assertion held")
```

It prints:

```
a_par = 18.0 a0^3, a_perp = 8.0 a0^3
w_par = 0.4 hartree, w_perp = 0.6 hartree
a_par*w_par^2 = 2.88, a_perp*w_perp^2 = 2.88 a.u.
static ratio a_par/a_perp = 2.250
static kappa = 0.2941
triangle side R = 10.0 a0
coupling rr times R^3 = -1.7500
coupling tt times R^3 = 1.2500
coupling rt times R^3 = -0.4330
coupling tr times R^3 = 0.4330
coupling nn times R^3 = -1.0000
frequency integral par,par,par = 0.0750 hartree
frequency integral par,par,perp = 0.0840 hartree
frequency integral par,perp,perp = 0.0960 hartree
frequency integral perp,perp,perp = 0.1125 hartree
C9 of mean polarizability = 392.41 hartree a0^9
orientation average E3*R^9 = 539.56 hartree a0^9
orientation average E3 = 0.5396 microhartree
radial: E3*R^9 = 2152.72 hartree a0^9
radial: E3 = 2.1527 microhartree = 58.579 microeV
radial: full nonadditive = 2.0668 microhartree
radial: sum of pair energies = -195.51 microhartree
tangential: E3*R^9 = -443.77 hartree a0^9
tangential: E3 = -0.4438 microhartree = -12.076 microeV
tangential: full nonadditive = -0.4710 microhartree
tangential: sum of pair energies = -144.18 microhartree
normal: E3*R^9 = 617.40 hartree a0^9
normal: E3 = 0.6174 microhartree = 16.800 microeV
normal: full nonadditive = 0.6021 microhartree
normal: sum of pair energies = -120.61 microhartree
angle of zero E3 from radial = 62.39 degrees
critical ratio, common frequency = 1.48940
critical ratio from oscillators = 1.48940
critical kappa = 0.14025
lowest E3*R^9 found = -443.77 hartree a0^9
  axis 1 |r|,|t|,|n| parts = 0.000, 1.000, 0.000
  axis 2 |r|,|t|,|n| parts = 0.000, 1.000, 0.000
  axis 3 |r|,|t|,|n| parts = 0.000, 1.000, 0.000
highest E3*R^9 found = 2152.72 hartree a0^9
  axis 1 |r|,|t|,|n| parts = 1.000, 0.000, 0.000
  axis 2 |r|,|t|,|n| parts = 1.000, 0.000, 0.000
  axis 3 |r|,|t|,|n| parts = 1.000, 0.000, 0.000
largest relative error, general form = 1.9e-08
largest relative error, Stogryn form = 2.0e-08
done: every assertion held
```
